# The exchange derivative discontinuity and the Hartree-Fock gap

## What symmetry allows

A system of $N$ electrons has a density $n$, reproduced by noninteracting electrons in a local potential $v_s=v_{\rm ext}+v_H+v_x$: external, Hartree and exchange parts. Correlation is left out throughout. What happens to $v_x$ when $N$ passes through an integer?

Let the number be $N+f$ or $N-f$, with $f\to0^+$. On both sides the density returns to $n$. The local potential belonging to a given density is unique up to a constant, and $v_{\rm ext}$ and $v_H$ are continuous. The two limits of $v_x$ can therefore differ by a constant, $\Delta_x$, but not in shape.

This constant is an energy. At fixed density the orbitals are fixed, and the exchange energy is linear in the interaction, so $\Delta_x$ must be linear in it too. An object of this kind is
$$w=K-v_x ,$$
where $K$ is the nonlocal Fock exchange operator built from the Kohn-Sham orbitals. The orbitals whose occupation changes are the lowest empty one, $L$, and the highest occupied one, $H$. This suggests $\Delta_x=a\,w_{LL}-b\,w_{HH}$, with $w_{pq}=\langle p|w|q\rangle$.

At fixed $N$, $v_x$ is defined only up to a constant $c$, because $\int c\,\delta n=0$ when $\int\delta n=0$. Replacing $v_x$ by $v_x+c$ changes the trial form by $-(a-b)c$. Hence $a=b$. The common factor must come from a calculation.

## Simple case: two electrons in one orbital

I use Hartree atomic units, real orbitals and a closed shell with nondegenerate $H$ and $L$. The system is confined, so that both orbitals are bound. The interaction is $W(x,x')>0$, and $\gamma(x,x')=\sum_i f_i\phi_i(x)\phi_i(x')$ is the density matrix summed over spin. A fractional electron is shared equally by the two spins, so each spin has $\gamma/2$. The exchange energy is then
$$E_x=-\frac12\sum_\sigma\iint\Big(\frac{\gamma}{2}\Big)^2W=-\frac14\iint\gamma^2W. \tag{1}$$

For two electrons $\gamma=2\phi_H(x)\phi_H(x')$, so $\gamma^2=n(x)n(x')$ and $E_x=-\frac14\iint n\,n'\,W$. Its derivative is $v_x=-\frac12v_H$, with $v_H(x)=\int W(x,x')n(x')dx'$. Removing a fraction $f$ leaves one orbital, so this form of $E_x$ still holds. The potential on the lower side is $-\frac12v_H$, with no added constant.

Now add $f$ electrons in $L$, and let the total density change by $\delta n$, with $\int\delta n=f$. The doubly occupied orbital may deform; its density changes by $\delta n-f\phi_L^2$. Inserting $\gamma=2\phi_H\phi_H'+f\phi_L\phi_L'$ in (1) gives, to first order,
$$\delta E_x=-\frac12\int v_H(\delta n-f\phi_L^2)-\frac14\cdot2\cdot2f\iint\phi_H\phi_H'\phi_L\phi_L'W .$$
Define
$$J=\iint\phi_H^2(x)\phi_L^2(x')W,\qquad X=\iint\phi_H\phi_L(x)\,\phi_H\phi_L(x')W .$$
Since $n=2\phi_H^2$, we have $\frac12\int v_H\phi_L^2=J$. Therefore
$$\delta E_x=\int\Big(-\frac12v_H+J-X\Big)\delta n ,$$
where $f=\int\delta n$ was used to bring the constant under the integral. The jump is $J-X$.

Compare this with the trial form. The Fock operator is $K(x,x')=-\frac12\gamma W=-\phi_H\phi_H'W$. It gives $K\phi_H=-\frac12v_H\phi_H$, so $w\phi_H=0$. For $L$, $w_{LL}=-X+J$. The common factor is one.

The meaning is direct. The potential $v_H+v_x=\frac12v_H$ lets the empty orbital feel one electron, as is right for an electron already in the system. An added electron meets two electrons, at a cost $2J-X$ instead of $J$. The difference is $J-X$. It is positive, since expanding the square gives
$$J-X=\frac12\iint\big[\phi_H(x)\phi_L(x')-\phi_L(x)\phi_H(x')\big]^2W>0 .$$
In the limit where $H$ and $L$ do not overlap, $X=0$ and the jump is the bare repulsion $J$.

## Any closed shell

**The local potential.** Varying (1) gives
$$\delta E_x=-\frac12\iint\gamma W\,\delta\gamma={\rm Tr}(K\,\delta\gamma),\qquad K(x,x')=-\frac12\gamma(x,x')W(x,x'). \tag{2}$$

Change $v_s$ by a small local $u(x)$ at fixed occupations. First-order perturbation theory gives $\delta\phi_i=\sum_{q\ne i}\phi_q\,u_{qi}/(\varepsilon_i-\varepsilon_q)$. In $\delta\gamma$, two occupied orbitals $i,j$ contribute with the factor $u_{ij}/(\varepsilon_i-\varepsilon_j)+u_{ij}/(\varepsilon_j-\varepsilon_i)=0$. What remains couples occupied $i$ to empty $a$:
$$\delta\gamma_r=2\sum_{ia}\frac{u_{ia}}{\varepsilon_i-\varepsilon_a}\big(\phi_i\phi_a'+\phi_a\phi_i'\big). \tag{3}$$

Let $\delta n_r$ be its diagonal. By definition of the functional derivative, $\delta E_x=\int v_x\delta n_r$, so ${\rm Tr}(w\,\delta\gamma_r)=0$ for every $u$. Inserting (3) and $u_{ia}=\int u\,\phi_i\phi_a$ gives the optimized-potential equation
$$4\sum_{ia}\frac{w_{ia}}{\varepsilon_i-\varepsilon_a}\phi_i(x)\phi_a(x)=0 . \tag{4}$$

For two electrons $w\phi_H=0$, so every $w_{ia}$ vanishes and (4) holds term by term. With more occupied orbitals, (4) restricts a sum, and single elements $w_{ia}$ can survive.

**The jump.** Add $f$ electrons so that the density changes by $\delta n$. I assume that a local potential within order $f$ of $v_s$ produces the new density. To first order in $f$,
$$\delta\gamma=\delta\gamma_r+f\phi_L\phi_L',\qquad \delta n=\delta n_r+f\phi_L^2 .$$
Equation (2), followed by the definition of $v_x$, gives
$$\begin{aligned}\delta E_x&=\int v_x\,\delta n_r+fK_{LL}\\&=\int v_x\,\delta n+f\Big(K_{LL}-\int v_x\phi_L^2\Big)=\int(v_x+w_{LL})\,\delta n .\end{aligned}$$
For removal, $\delta\gamma=\delta\gamma_r-f\phi_H\phi_H'$ and $\int\delta n=-f$. The same lines give
$$\delta E_x=\int v_x\,\delta n-f\,w_{HH}=\int(v_x+w_{HH})\,\delta n .$$
Subtracting the two potentials,
$$\boxed{\Delta_x=\langle L|K-v_x|L\rangle-\langle H|K-v_x|H\rangle} \tag{5}$$

The shape of $\delta n$ has dropped out. This can be tested from the definition: for any admissible $g(x)$ with $\int g=1$,
$$\frac{E_x[n+fg]+E_x[n-fg]-2E_x[n]}{f}\;\to\;\int(v_x+w_{LL})g-\int(v_x+w_{HH})g=\Delta_x . \tag{6}$$

**Where the limit is delicate.** The argument needs $f\phi_L^2$ to be small compared with $n$. In open space, with a potential that vanishes at infinity, $\phi_L$ decays more slowly than the occupied orbitals. However small $f$ is, $f\phi_L^2$ then wins at a large enough distance. The constant shift is reached on any bounded region as $f\to0$, not uniformly in all space. If $H$ or $L$ is degenerate, (5) does not say which orbital to use, and the degenerate set needs its own treatment.

## From the jump to the gap

The kinetic energy of the noninteracting electrons, $T_s$, also has a jump. Let $h_s=T+v_s$. It is diagonal in its own orbitals, so (3) gives ${\rm Tr}(h_s\delta\gamma_r)=0$. On addition,
$$\delta T_s={\rm Tr}(h_s\delta\gamma)-\int v_s\delta n=f\varepsilon_L-\int v_s\delta n=\int(\varepsilon_L-v_s)\,\delta n .$$
On removal, $\varepsilon_H$ replaces $\varepsilon_L$. The kinetic jump is the Kohn-Sham gap $\varepsilon_L-\varepsilon_H$.

Now add the derivatives of all parts of the energy. On the upper side,
$$(\varepsilon_L-v_s)+v_{\rm ext}+v_H+(v_x+w_{LL})=\varepsilon_L+w_{LL}.$$
This is a constant, so to first order every $\delta n$ with integral $f$ costs the same energy. Relaxing the density by an amount of order $f$ then matters at order $f^2$. With the corresponding result for removal, the slopes of $E(N)$ are
$$E'(N+0)=\varepsilon_L+w_{LL},\qquad E'(N-0)=\varepsilon_H+w_{HH}. \tag{7}$$
Their difference is the exchange-only gap
$$G=\varepsilon_L-\varepsilon_H+\Delta_x . \tag{8}$$

The Hartree-Fock operator built from the Kohn-Sham density matrix is
$$F[\gamma]=T+v_{\rm ext}+v_H+K=h_s+w .$$
Hence $G=F_{LL}-F_{HH}$, without approximation. With the orbitals frozen, $F_{LL}$ is the slope of the energy for adding a small fraction of an electron in $L$ and $F_{HH}$ the slope for removing one from $H$, each taken separately from the $N$-electron state; $G$ is their difference. It is not the energy of promoting an electron from $H$ to $L$ within one system, which also contains the interaction between the electron and the hole it leaves. Nothing here equates $G$ to energy differences between separately reoptimized systems with $N-1$, $N$ and $N+1$ electrons.

As a limit, let the interaction vanish. Then $w=0$, and $G$ becomes the gap of independent electrons.

## How close is the Hartree-Fock gap?

The Hartree-Fock gap $G_{HF}$ is a difference of eigenvalues of $F[\gamma_{HF}]$, with its own self-consistent density matrix. It need not equal $G$. To count orders, multiply the interaction by $\lambda$ at fixed $v_{\rm ext}$, with level spacings that stay open as $\lambda\to0$. Then $w$ is of order $\lambda$.

Write $\gamma_{HF}=\gamma+\delta\gamma$. The Hartree and exchange operators are linear in the density matrix, so
$$F[\gamma_{HF}]=h_s+w+v_H[\delta\gamma]+K[\delta\gamma] .$$
To first order $\delta\gamma$ is the response (3) to the perturbation $w$:
$$\delta\gamma_1=2\sum_{ia}\frac{w_{ia}}{\varepsilon_i-\varepsilon_a}(\phi_i\phi_a'+\phi_a\phi_i').$$
Its diagonal is the left side of (4), which is zero. The density therefore changes at order $\lambda^2$, and $v_H[\delta\gamma]$, which carries one more factor of $\lambda$, is of order $\lambda^3$. The exchange part $K[\delta\gamma_1]$ is of order $\lambda^2$. Second-order perturbation theory for the eigenvalues of $h_s+w+K[\delta\gamma_1]$ gives
$$\varepsilon_p^{HF}=\varepsilon_p+w_{pp}+S_p+O(\lambda^3),\qquad S_p=\langle p|K[\delta\gamma_1]|p\rangle+\sum_{q\ne p}\frac{w_{pq}^2}{\varepsilon_p-\varepsilon_q}. \tag{9}$$
Subtracting the levels $H$ and $L$,
$$G_{HF}-G=S_L-S_H+O(\lambda^3). \tag{10}$$
Thus gap plus discontinuity gives the Hartree-Fock gap through first order in $\lambda$. The expansion loses its footing when an element $w_{pq}$ in (9) is comparable with the spacing $|\varepsilon_p-\varepsilon_q|$. A small spacing alone is not enough: $w$ must couple the two levels, and for two electrons $w_{HL}=0$ however small the gap.

**Two-electron limit.** Here $w\phi_H=0$, so $\delta\gamma_1=0$ and $S_H=0$. In $S_L$ the orbital $L$ mixes with higher orbitals alone, with negative denominators. Hence $S_L\le0$, and to this order $G_{HF}\le G$. This sign belongs to two electrons. With more occupied orbitals, exchange relaxation and mixing between occupied and empty orbitals enter as well.

## Four electrons in a box

The example has four electrons between hard walls 6 bohr apart, in a linear potential of slope 0.1 hartree/bohr. The interaction is $\lambda/\sqrt{d^2+1}$, with $d$ the distance in bohr. The constant in $v_x$ is fixed by giving it zero mean in the box. At $\lambda=1$, on 59 grid points, in hartree:

$$w_{HH}=-0.76174-(-0.05436)=-0.70738$$
$$w_{LL}=-0.19029-0.02276=-0.21305$$
$$\Delta_x=-0.21305+0.70738=0.49433$$
$$\varepsilon_L-\varepsilon_H=3.83379-3.12831=0.70548$$
$$G=0.70548+0.49433=1.19981$$
$$G_{HF}=3.62224-2.41883=1.20341$$

Five decimals are kept so that the sums close; they belong to this grid. On 119 points the Kohn-Sham and Hartree-Fock gaps each rise by about 0.0016 hartree, while $\Delta_x$ changes by about $10^{-5}$ hartree. On 59 points, in eV, $\Delta_x$ is 13.45, $G$ is 32.6 and $G_{HF}$ is 32.7. In the limit of a fine grid both gaps lie about 0.0021 hartree (0.06 eV) higher, at 32.7 and 32.8 eV, while $\Delta_x$ stays at 13.45 eV.

The Fock operator favours the occupied orbital far more than the local potential does: $K$ differs between $H$ and $L$ by 0.571 hartree, $v_x$ by 0.077 hartree. The Kohn-Sham gap alone falls short of the Hartree-Fock gap by 41% of the latter. With $\Delta_x$ added, the shortfall is 0.3% of the Hartree-Fock gap. This figure belongs to this model: by (9) and (10) its size depends on how the elements $w_{pq}$ compare with the level spacings.

The numerical check tests (6) by finding the local potentials for densities with slightly more and slightly fewer than four electrons. Two shapes $g$, one proportional to $n$ and one a squared sine, both give an exchange jump of 0.49433 hartree and a kinetic jump of 0.70548 hartree. Reoptimizing the potential at fractional $N$ gives slopes of 2.42093 and 3.62074 hartree, in agreement with (7).

The remaining error $G_{HF}-G$ follows (10) more closely as the coupling falls. The values are for 59 points; at $\lambda=1$ the error drops by about $2\times10^{-5}$ hartree in the limit of a fine grid.

| $\lambda$ | computed error (hartree) | $S_L-S_H$ (hartree) |
|---|---|---|
| 1 | $3.61\times10^{-3}$ | $4.16\times10^{-3}$ |
| 0.5 | $1.06\times10^{-3}$ | $1.13\times10^{-3}$ |
| 0.01 | $4.668\times10^{-7}$ | $4.673\times10^{-7}$ |

Between $\lambda=0.02$ and $0.01$ the error falls by a factor 3.996 and the density difference by 4.000, but the density-matrix difference by 1.999. These are the orders required by (4): the first-order change of the density matrix carries no density.

The error is positive here, unlike the two-electron limit. Self-consistency lowers the $H$ level by 0.0021 hartree and raises the $L$ level by 0.0015 hartree. In the second-order formula, mixing with higher orbitals can only lower $L$, so within that picture the rise must come from exchange relaxation, mixing with occupied orbitals, or both. The calculation does not separate these two.

The coupling scan also shows how $\Delta_x$ scales, although it does not test the opening argument, which holds at fixed density. The ratio $\Delta_x/\lambda$ is 0.4775 hartree at $\lambda=0.01$ and 0.4943 hartree at $\lambda=1$. It is nearly constant, but not strictly so: the external potential is held fixed here, not the density, and the orbitals therefore change with $\lambda$.

## Values computed for the example and the checks

```
Box length: 6.0 bohr; softening: 1.0 bohr
External slope: 0.10 hartree/bohr
Electrons: 4; interior grid points: 59
Main case, coupling 1 (v_x has zero mean in the box):
HOMO Kohn-Sham energy: 3.12831 hartree
HOMO <K>: -0.76174 hartree
HOMO <v_x>: -0.05436 hartree
HOMO <K - v_x>: -0.70738 hartree
HOMO Hartree-Fock energy: 2.41883 hartree
LUMO Kohn-Sham energy: 3.83379 hartree
LUMO <K>: -0.19029 hartree
LUMO <v_x>: 0.02276 hartree
LUMO <K - v_x>: -0.21305 hartree
LUMO Hartree-Fock energy: 3.62224 hartree
Kohn-Sham gap: 0.70548 hartree = 19.197 eV
Delta_x: 0.49433 hartree = 13.451 eV
Gap + Delta_x: 1.19981 hartree = 32.648 eV
Hartree-Fock gap: 1.20341 hartree = 32.747 eV
Exact-exchange total energy: 5.772525 hartree
Hartree-Fock total energy: 5.771287 hartree
Electron fraction f in difference quotients: 2.0e-04 and half
Direct exchange jump, density-shaped: 0.494329 hartree
Direct kinetic jump, density-shaped: 0.705477 hartree
Direct exchange jump, sine-squared: 0.494329 hartree
Direct kinetic jump, sine-squared: 0.705477 hartree
Slope of E(N) below N=4: 2.420932 hartree
HOMO energy + <K - v_x>: 2.420932 hartree
Slope of E(N) above N=4: 3.620738 hartree
LUMO energy + <K - v_x>: 3.620738 hartree
Error = Hartree-Fock gap - (Kohn-Sham gap + Delta_x), hartree:
coupling 1.00: KS gap 0.70548, Delta_x 0.49433, HF gap 1.20341
   error 3.608e-03, second-order formula 4.164e-03
coupling 0.50: KS gap 0.68846, Delta_x 0.24284, HF gap 0.93237
   error 1.062e-03, second-order formula 1.133e-03
coupling 0.02: KS gap 0.68086, Delta_x 0.00955, HF gap 0.69042
   error 1.865e-06, second-order formula 1.869e-06
coupling 0.01: KS gap 0.68085, Delta_x 0.00478, HF gap 0.68563
   error 4.668e-07, second-order formula 4.673e-07
Ratios, coupling 0.02 over coupling 0.01 (no unit):
   gap error 3.996, density change 4.000, density-matrix change 1.999
Error/formula, extrapolated to zero coupling: 1.0000
Finer grid, 119 points: KS gap 0.70706 hartree
Finer grid: Delta_x 0.49432 hartree
Finer grid: Hartree-Fock gap 1.20497 hartree
```
